Stepwise trap spectroscopy from space-charge-limited current, and its errors

**What scaling fixes**

Electrons enter a film of thickness L through an ohmic contact at x = 0 and leave at x = L. Let F be the magnitude of the field, n the free density and ρ the total density, free plus trapped. J is the current density, V the voltage, μ the mobility, ε the permittivity and e the elementary charge. If transport is by drift alone,

J = eμnF,  ε dF/dx = eρ,  F(0) = 0.

Suppose that μ is constant, the traps are uniform in space, and their filling is in local equilibrium with the free electrons. Then ρ depends on n alone. Multiply x, F and J by a common factor λ and leave n unchanged. Both equations still hold, while V = ∫F dx is multiplied by λ². Hence

J/L = f(V/L²),

and the free density at the exit, n_L, is also a function of V/L² alone.

Dimensions add the scales. A charge density built from V and L must be εV/(eL²) times a number, and a free density built from J must be JL/(eμV) times a number. Measure depths E downward from the band edge, and let N_c be the effective density of the band. For non-degenerate electrons n = N_c exp(−E_n/kT), where E_n is the depth of the quasi-Fermi level. If the unknown numbers are taken as constants, two points on the current curve give the naive scheme:

ΔE = kT ln(J₂V₁/(J₁V₂)),
g = χ ε(V₂ − V₁)/(eL² ΔE),
E₀ = kT ln(eμN_cV/(JL)).

Here g is the trap density per unit energy, assigned to the mean of the two depths E₀, and χ is a number that dimensions cannot supply. The scheme hides four errors: the numbers are not universal, the depth is displaced, the Fermi edge is thermally broad, and the step is finite.

**The two hidden numbers**

Scaling also determines the exit field. Hold J fixed and make the film thicker. Since the equations are integrated outward from x = 0, the field in the old part does not change, so

(∂V/∂L)_J = F_L,

where F_L is the field at the exit. Let m = d ln J/d ln V at fixed L. The logarithmic change of J = L f(V/L²) at fixed J is

0 = d ln L + m(d ln V − 2 d ln L),

which gives d ln V/d ln L = 2 − 1/m. Therefore

F_L = κV/L,  κ = 2 − 1/m.

The same trick gives the charge, because ρ_L = (ε/e)(∂F_L/∂L)_J. At fixed J, F_L = J/(eμn_L) gives d ln F_L = −d ln n_L. Along this path d ln(V/L²) = −(1/m) d ln L. Hence

(∂ln F_L/∂ln L)_J = (1/m) d ln n_L/d ln(V/L²) = d ln n_L/d ln J,

where the last derivative is taken at fixed L, as in a measurement. The result is

ρ_L = (εκV/(eL²)) d ln n_L/d ln J.

Neither relation assumes a shape for the trap distribution. A trap-free film is a useful case. With ρ = n the equations contain no density scale of their own, so n_L must be a pure number times εV/(eL²), and J ∝ n_LV/L ∝ V². Thus m = 2, κ = 3/2 and d ln n_L/d ln J = 1/2, which give n_L = (3/4)εV/(eL²). Then J = eμn_LF_L = (9/8)εμV²/L³, the Mott–Gurney law.

The free density is n_L = JL/(eμκV), so the true depth and the true rise of the Fermi level toward the band are

E_n = E₀ + kT ln κ,
ΔE_true = kT ln(J₂V₁/(J₁V₂)) − kT ln(κ₂/κ₁).

The naive shift is thus exact within the drift model when κ is the same at both points, as on a power law.

To see how far κ moves when the curve is not a power law, I added a Gaussian band of 10¹⁷ cm⁻³, centred at 0.38 eV with standard deviation 0.02 eV, to the exponential traps of the example below. Between 1 and 10 V the computed slope m ranged from 3.43 to 4.81, so κ ranged from 1.709 to 1.792. At 300 K the largest resulting error in a shift is kT ln(1.792/1.709) ≈ 1.2 meV. The logarithm is therefore little disturbed here. The charge factor, ρ_L divided by εV/(eL²), is more sensitive: from 1 to 10 V it lay between 1.21 and 1.42. Its value for a pure exponential is derived below.

**What the Fermi edge does**

A trap at depth E is filled with probability 1/[1 + exp(−(E − E_n)/kT)], with any degeneracy factor absorbed in its depth. Differentiating the total density gives

−dρ/dE_n = ∫ g(E) w(E − E_n) dE + n/kT,
w(u) = 1/[4kT cosh²(u/2kT)].

The measurement returns a smeared density plus a free-electron term. The weight w falls to half its peak at u = ±1.763 kT, so its full width is 3.53 kT, about 91 meV at 300 K. Smaller voltage steps cannot sharpen this resolution.

The free term can imitate traps. In the trap-free film J₂V₁/(J₁V₂) = V₂/V₁, and for small steps the naive formula returns χεV/(eL²kT). This is a density that grows as exp(−E₀/kT), although there are no traps. An apparent slope energy near kT is therefore no evidence of a trap tail.

Now take the known distribution

g(E) = (N_t/E_t) exp(−E/E_t),  l = E_t/kT > 1,

where N_t is the total trap density. With t = (E − E_n)/kT, the trapped density is

ρ_t = N_t exp(−E_n/E_t) (1/l) ∫ exp(−t/l)/(1 + exp(−t)) dt.

When (1 − 1/l)E_n is many kT, the lower limit may be moved to −∞. Write a = 1/l and call the integral I. Compare the real line with the line Im t = 2π: the integrand there is multiplied by exp(−2πia). The one enclosed pole, at t = iπ, has residue exp(−iπa), since the derivative of 1 + exp(−t) is 1 there. For 0 < a < 1 the ends of the contour contribute nothing, so

I(1 − exp(−2πia)) = 2πi exp(−iπa),  I = π/sin(πa).

Hence

ρ_t = S N_t exp(−E_n/E_t),  S = (π/l)/sin(π/l),

and −dρ_t/dE_n = ρ_t/E_t = S g(E_n). Smearing keeps the slope of the exponential and raises its height by S. As l → ∞, S → 1. As l → 1 the closed form diverges, because the extended integral counts states beyond the band edge. With the edge kept, the factor stays finite: at l = 1 it is about E_n/kT for ρ_t and E_n/kT − 1 for −dρ_t/dE_n. It is still large, since states near the edge are so numerous that their small thermal occupation matters, and the reading is no longer local in energy.

**The error of the naive scheme**

When free charge is negligible, ρ = SN_t(n/N_c)^(1/l). Inserting n = J/(eμF) in the field equation gives F^(1/l) dF ∝ dx, so F ∝ x^(l/(l+1)). Integration over x gives V = F_L L(l+1)/(2l+1), and differentiation gives ρ_L = (ε/e)(l/(l+1))F_L/L. Thus

κ = (2l+1)/(l+1),
ρ_L = χ_l εV/(eL²),  χ_l = l(2l+1)/(l+1)²,
J = eμN_c [ρ_L/(SN_t)]^l κV/L.

The current varies as V^(l+1), so m = l + 1, in agreement with κ = 2 − 1/m.

Let r = V₂/V₁. The Fermi shift is kT ln(r^l) = E_t ln r. The middle depth corresponds to the voltage √(V₁V₂), because depth is linear in ln V. The smeared density there is χ_l ε√(V₁V₂)/(eL²E_t) = S g. Dividing the naive result by this expression gives χD/χ_l, with

D = (√r − 1/√r)/ln r.

The naive result is therefore (χ/χ_l)SD times the true density at the true middle depth. But it is plotted at E₀, which is too shallow by kT ln κ. The true density at the true depth is smaller than that at E₀ by exp(−kT ln κ/E_t) = κ^(−1/l). The recovered density divided by the true density at the assigned depth is

R = (χ/χ_l) S D κ^(−1/l).

For a distribution that varies slowly over kT, l → ∞ at fixed r, both κ and χ_l tend to 2 and R → χD/2. Then χ = 2 is right for small steps. At finite l no one value of χ serves every temperature.

**Synthetic curves for a memory oxide**

The material parameters are rough values for amorphous titanium dioxide of the kind used in resistive memory, before forming. The film is a test layer, much thicker than a usual memory cell of some tens of nanometres: L = 300 nm, relative permittivity 30, μ = 0.1 cm²/Vs, N_c = 10²⁰ cm⁻³, N_t = 10¹⁹ cm⁻³ and E_t = 0.08 eV. At 300 K, kT = 0.02585 eV and l = 3.0945.

The data should not be drawn from the power law being judged. Since F = J/(eμn), we have dF = −J dn/(eμn²), and dx = ε dF/(eρ) gives

L = (εJ/(e²μ)) ∫ dn/(n²ρ),
V = (εJ²/(e³μ²)) ∫ dn/(n³ρ),

both integrals running from n_L upward. For each chosen n_L the first gives J and the second gives V. The filling integral for ρ was evaluated by Simpson quadrature, with the band edge and free electrons kept. This gives J = 4.469×10⁻⁴ A/cm² at 1 V; the power law gives 4.470×10⁻⁴. At 10 V the numerical current is 5.45 A/cm².

Eight equal logarithmic steps cover 1–10 V, with r = 1.3335. At the second point J = 1.4521×10⁻³ A/cm², so the first shift is

ΔE = 0.02585 ln(14.521/(4.4693 × 1.3335)) = 0.02302 eV.

The scale ε/(eL²) is 1.842×10¹⁶ cm⁻³ per volt. With χ = 1,

g = 1.842×10¹⁶ × 0.3335/0.02302 = 2.67×10¹⁷ eV⁻¹cm⁻³.

The assigned depth is 0.4693 eV, where the true density is (10¹⁹/0.08) exp(−0.4693/0.08) = 3.54×10¹⁷ eV⁻¹cm⁻³. The ratio is 0.754. The formula has κ = 1.756, χ_l = 1.327, S = 1.195, D = 1.0035 and κ^(−1/l) = 0.834, so

R = 1.1949 × 1.0035 × 0.8337/1.3270 = 0.753.

The choice χ = 2 would give 1.507. In this example S and the depth factor nearly cancel, leaving χ_l as almost the whole error. That is an accident of l: at 358 K, with the film and voltages unchanged, the product of S and the depth factor is 1.05 instead of 1.00. The formula then gives 0.848 for χ = 1, and the synthetic data give 0.850 in the first step and 0.895 in the last.

**A scheme with the errors removed**

The remedy follows from the exit relations:

1. Estimate m from the logarithmic data and set κ = 2 − 1/m.
2. Compute n_L = JL/(eμκV) and E_n = kT ln(N_c/n_L).
3. Compute ρ_L = (εκV/(eL²)) d ln n_L/d ln J.
4. Take g = (ρ_L2 − ρ_L1)/(E_n1 − E_n2).
5. If the distribution is locally exponential over several kT, divide by S, with l = m − 1.

Derivatives in the example are central differences in ln V, with second-order one-sided differences at the ends. The entries below are recovered densities divided by the true density at each scheme's own depth. "Slope" means steps 1–4 and "full" adds step 5.

V₁–V₂ (V)   naive, χ=1   slope   full
1.00–1.33   0.754   1.199   1.003
2.37–3.16   0.754   1.200   1.004
4.22–5.62   0.757   1.201   1.004
7.50–10.0   0.765   1.206   1.006

The slope correction turns a reading about 25% low into one about 20% high, because it removes the errors in χ and depth and exposes the thermal factor: SD = 1.199. Step 5 removes S, leaving mainly D − 1 = 0.35%.

The rise in the last slope entry has about the size expected of free electrons. They form 0.24% of the exit charge at 10 V. Their share of dρ/dE_n is larger by E_t/kT, or 0.74%. The share varies as V^(l−1), which reduces it to about 0.55% at the middle of the last step. The observed rise from 1.199 to 1.206 is 0.6%. With exact exit densities in place of finite differences the last entry is 1.205, a rise of 0.5%, and with the free charge left out of ρ the rise disappears.

The eight slope-corrected middle depths run from 0.484 to 0.323 eV. This span of 0.161 eV is less than two thermal widths. Eight points therefore do not resolve eight independent features, and step 5 would be wrong for a narrow trap level.

**Choosing the step**

D favours small steps, but current noise does not. Let each current carry an independent relative error of standard deviation σ, and let the voltages be exact. The error of ΔE is √2 σkT. Since ΔE = lkT ln r, the relative scatter of the naive g is, for small noise,

√2 σ/(l ln r).

With h = ln r, D = sinh(h/2)/(h/2) ≈ 1 + h²/24. The squared total error is then h⁴/576 + 2σ²/(l²h²). Setting its derivative to zero gives

4h³/576 = 4σ²/(l²h³),  h = (24σ/l)^(1/3).

For σ = 1% and l = 3.0945 this is h = 0.426, or r = 1.53. The bias is 0.76%, the scatter 1.07%, and their root sum of squares 1.3%. Random sampling of 20,000 noisy pairs centred on 2 V gave a best h of 0.424 and a total error of 1.32%, relative to the noise-free small-step result. At h = 0.1 the sampled scatter was 4.6%.

This optimum concerns the height of the naive estimate, with its constant calibration error R/D left aside. It need not carry over to the corrected scheme, where d ln κ/d ln J brings in a second derivative of the noisy data and step 4 takes a further difference. The scatter then grows faster as the step shrinks. If closely spaced data are smoothed for this reason, the bias of the smoothing must be assessed.

**What a real film adds**

Diffusion is the first concern. I replaced the drift current by J = eμ[nF − (kT/e)dn/dx], where F may now take either sign, with ohmic contacts at both ends whose Fermi depth was 0.05 eV. The coupled equations were solved by finite differences and Newton iteration, with film and traps unchanged. The current exceeded the drift-only value by factors of 16.5 at 1 V, 4.0 at 3.16 V, 1.84 at 10 V and 1.23 at 31.6 V.

The reconstruction suffers less than the current. The naive ratio becomes 0.62 in the first step and 0.74 in the last, against 0.75 and 0.76 without diffusion. One reason is that the assigned depth moves with the current: at 1 V it becomes shallower by kT ln 16.5 = 0.072 eV, so the point slides along the distribution as well as off it. In the first step the recovered g rises by a factor of 1.9 while the true density at the shifted depth rises by 2.3, and the two changes largely cancel. The slope-corrected ratio is 0.89 in the first step, 1.02 from 2.37 to 3.16 V, and 1.14 in the last. The value near one is a cancellation between diffusion and the thermal factor, not a sign of accuracy. All these figures depend on the assumed contact depth: at 0.10 and 0.15 eV the current excess at 1 V is 15.1 and 13.2, the last naive ratio is 0.75 and 0.78, and the first slope-corrected ratio is 0.92 and 0.96. As far as diffusion alone is concerned, the high-voltage steps are the more reliable ones. Field-assisted emission, discussed next, also lowers the naive ratio, but it grows with voltage and can spoil just those steps.

The charge state of the traps matters more for the reconstruction. The model suits traps that are neutral when empty. If they are charged when empty, the field lowers their barrier by √(eF/(πε_opt)) in volts, where ε_opt is the optical permittivity. With a rough relative value of 6, the lowering is about 0.24 eV at the 10 V exit field of 0.59 MV/cm. To size the effect, I reduced the free density that controls trap filling by exp(−lowering/kT) and integrated the field equation again. The current rose by factors of 5.7 at 1 V and 73 at 10 V, and the naive ratio fell to 0.31 in the first step and 0.18 in the last. This one-dimensional estimate is crude, but it shows that an unrecognised Coulomb barrier would ruin the reconstruction here.

Tunnelling through the tilted barrier also speeds emission. An electron thermally raised to an energy η below the band edge gains η/kT in its emission exponent and loses 4√(2m_e)η^(3/2)/(3ħeF), where m_e is the free-electron mass. The largest net gain at the 10 V exit field is 0.63. This is the gain at the most favourable energy alone. The emission rate sums over all energies. Relative to the purely thermal rate it is 1 + ∫ exp(net gain) dη/kT, which is about 9 here and equivalent to lowering the barrier by kT ln 9 = 57 meV. The free-electron mass is a favourable choice: for a single isotropic band, N_c = 10²⁰ cm⁻³ implies about 2.5 m_e, which gives a factor of 4.2, or 37 meV. Dividing the free density that controls trap filling by the rate factor, as was done for the Coulomb barrier, gives a naive ratio of 0.68 in the first step and 0.48 in the last with the free mass, and 0.70 and 0.56 with the heavier one. This overstates the effect, because tunnelling also speeds capture, by 1 + ∫ exp(−loss) dη/kT if the free density is uniform over the tunnelling distance, and trap filling depends on the ratio of emission to capture. At the 10 V exit field the capture factor is 2.5 with the free mass and 2.1 with the heavier one, leaving net factors of 3.7 (34 meV) and 2.0 (18 meV). With these the naive ratio is 0.74 in the first step and 0.60 in the last for the free mass, and 0.75 and 0.67 for the heavier one. Both estimates are crude, but they agree that tunnelling harms the high-voltage steps most and is not negligible there.

The exit field is also more than half of a rough breakdown field of 1 MV/cm, which leaves little room for escaping diffusion by raising the voltage. In a 30 nm film the same exit field is reached at only about 1 V, so the ratios found here should not be carried over to a thin memory cell. Heating is small at the drift-only current: with a rough thermal conductivity of 1 W/(m K), passing all the power JV at 10 V through the full thickness gives a temperature drop of 0.16 K, not counting the electrodes. With the 73-fold larger current of the Coulomb estimate it would be about 12 K. The free density at the exit is 6×10⁻⁶ of N_c, so degeneracy is negligible there.

For a real titanium-dioxide film, the product μN_c may be the least certain input. A tenfold error in it moves every depth by kT ln 10 = 60 meV, and hence the density assigned to a given depth by a factor 10^(1/l) = 2.1, while leaving the shifts unchanged. Contact barriers, slow trapping and a field-dependent mobility also break the assumptions, and their effect has not been computed. Before a trap density is read from such data, the scaling J/L = f(V/L²) should be tried on films of different thickness but the same material and contacts. Its failure rules out the model, whereas its success does not by itself establish the trap distribution.
